# KLI exchange for neon on a radial grid, against OEP and Hartree-Fock: verification in Python

```python
"""Exchange-only neon on a radial grid: KLI, OEP and Hartree-Fock energies.

Result under test: the Hartree-Fock energy expression gives about
-128.5448 hartree with KLI orbitals, -128.5454 with OEP orbitals and
-128.5471 with Hartree-Fock orbitals, so E_HF < E_OEP < E_KLI.

Symbols (Hartree atomic units):
  u_i    normalised radial function of shell i = 1s, 2s, 2p
  y_i    u_i times the square root of the quadrature weight
  g_i    2 l_i + 1, number of orbitals of one spin in shell i
  X      nonlocal exchange operator (negative)
  v_S    Slater average of the orbital exchange potentials
  c_i    KLI constants <i|v_x - X|i>, zero for the highest shell 2p
  psi_i  first-order orbital shift caused by replacing X with v_x
  t      (r - a)/(r + a), variable of the OEP search polynomials
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial.legendre import legvander
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import eval_legendre, roots_jacobi
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

Z = 10.0
SEARCH_LENGTH = 0.3           # length a in the variable t, in bohr
NAMES = ("1s", "2s", "2p")
ELL = (0, 0, 1)
INDEX = (0, 1, 0)             # position of the shell within its l channel
G = np.array([1.0, 1.0, 3.0])
N_OCC = (2, 1)                # occupied shells for l = 0 and l = 1
THREEJ2 = {(a, k, b): float(wigner_3j(a, k, b, 0, 0, 0) ** 2)
           for a in (0, 1) for b in (0, 1) for k in (0, 1, 2)}


def build_grid(n, rmax, scale=1.0):
    """Mapped Gauss-Lobatto-Legendre grid; functions vanish at both ends."""
    x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
    p = eval_legendre(n, x)
    w = 2.0 / (n * (n + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    d = p[:, None] / p[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d -= np.diag(d.sum(axis=1))
    a = 2.0 * scale / rmax
    r_all = scale * (1 + x) / (1 - x + a)
    dr = scale * (2 + a) / (1 - x + a) ** 2
    deriv = d / dr[:, None]
    m_all = w * dr
    stiff = (deriv.T @ (m_all[:, None] * deriv))[1:-1, 1:-1]
    r, m = r_all[1:-1], m_all[1:-1]
    s = np.sqrt(m)
    kin0 = 0.5 * stiff / np.outer(s, s)
    kin = [0.5 * (kin0 + kin0.T) + np.diag(l * (l + 1) / (2 * r**2))
           for l in (0, 1)]
    rr = np.outer(r, r)
    green = []
    for k in (0, 1, 2):
        inverse = np.linalg.inv(stiff + np.diag(k * (k + 1) * m / r**2))
        kernel = (2 * k + 1) * inverse / rr + rr**k / rmax ** (2 * k + 1)
        green.append(0.5 * (kernel + kernel.T))
    return SimpleNamespace(n=n, rmax=rmax, r=r, m=m, s=s,
                           deriv=deriv, kin=kin, green=green)


def occupied(levels):
    y = np.array([levels[l][1][:, j] for l, j in zip(ELL, INDEX)])
    eps = np.array([levels[l][0][j] for l, j in zip(ELL, INDEX)])
    return y, eps


def solve_local(grid, v_total):
    return [np.linalg.eigh(grid.kin[l] + np.diag(v_total)) for l in (0, 1)]


def hartree_potential(grid, y):
    return grid.green[0] @ (2.0 * (G[:, None] * y**2).sum(axis=0))


def exchange_matrices(grid, y):
    result = []
    for l in (0, 1):
        mat = np.zeros_like(grid.kin[0])
        for j in range(3):
            kernel = sum(THREEJ2[l, k, ELL[j]] * grid.green[k]
                         for k in (0, 1, 2))
            mat -= G[j] * np.outer(y[j], y[j]) * kernel
        result.append(mat)
    return result


def energy_parts(grid, y):
    charge = 2.0 * (G[:, None] * y**2).sum(axis=0)
    xmat = exchange_matrices(grid, y)
    kinetic = sum(2 * G[i] * y[i] @ grid.kin[ELL[i]] @ y[i] for i in range(3))
    nuclear = -Z * np.sum(charge / grid.r)
    hartree = 0.5 * charge @ grid.green[0] @ charge
    exchange = sum(G[i] * y[i] @ xmat[ELL[i]] @ y[i] for i in range(3))
    return np.array([kinetic, nuclear, hartree, exchange])


def kli_potential(grid, y, with_constants=True):
    xmat = exchange_matrices(grid, y)
    xy = np.array([xmat[ELL[i]] @ y[i] for i in range(3)])
    weight = G[:, None] * y**2
    share = weight / weight.sum(axis=0)
    slater = (G[:, None] * y * xy).sum(axis=0) / weight.sum(axis=0)
    c = np.zeros(3)
    if with_constants:
        overlap = (y[:2] ** 2) @ share[:2].T
        rhs = (y[:2] ** 2) @ slater - (y[:2] * xy[:2]).sum(axis=1)
        c[:2] = np.linalg.solve(np.eye(2) - overlap, rhs)
    v_x = slater + c @ share
    mismatch = (y**2) @ v_x - (y * xy).sum(axis=1)
    return v_x, slater, c, mismatch


def run_local(grid, with_constants=True, cycles=90):
    """Self-consistent calculation with the KLI or the Slater potential."""
    v_total = -(1 + 9 * np.exp(-2 * grid.r)) / grid.r
    previous = 0.0
    for _ in range(cycles):
        levels = solve_local(grid, v_total)
        y, eps = occupied(levels)
        v_x, slater, c, mismatch = kli_potential(grid, y, with_constants)
        parts = energy_parts(grid, y)
        change, previous = abs(parts.sum() - previous), parts.sum()
        used = v_total
        v_new = -Z / grid.r + hartree_potential(grid, y) + v_x
        v_total = 0.5 * v_total + 0.5 * v_new
    assert change < 1e-7
    return SimpleNamespace(levels=levels, y=y, eps=eps, v_x=v_x,
                           slater=slater, c=c, mismatch=mismatch,
                           parts=parts, energy=parts.sum(), v_total=used)


def run_hartree_fock(grid, y, cycles=70):
    fock, previous = None, 0.0
    for _ in range(cycles):
        v = -Z / grid.r + hartree_potential(grid, y)
        xmat = exchange_matrices(grid, y)
        new = [grid.kin[l] + np.diag(v) + xmat[l] for l in (0, 1)]
        fock = new if fock is None else [0.5 * (a + b)
                                         for a, b in zip(fock, new)]
        y, eps = occupied([np.linalg.eigh(f) for f in fock])
        parts = energy_parts(grid, y)
        change, previous = abs(parts.sum() - previous), parts.sum()
    assert change < 1e-7
    return SimpleNamespace(y=y, eps=eps, parts=parts, energy=parts.sum())


def run_oep(grid, v_start, degree, cycles=100):
    """Minimise the energy over v_start plus a polynomial in t."""
    t = (grid.r - SEARCH_LENGTH) / (grid.r + SEARCH_LENGTH)
    basis = legvander(t, degree)[:, 1:]

    def couplings(levels):
        for i in range(3):
            eps, vec = levels[ELL[i]]
            first = N_OCC[ELL[i]]
            virtual = vec[:, first:]
            gap = eps[first:] - eps[INDEX[i]]
            orbital = vec[:, INDEX[i]]
            yield i, orbital, virtual, gap, \
                virtual.T @ (orbital[:, None] * basis)

    hess = np.zeros((degree, degree))
    for i, _, _, gap, elem in couplings(solve_local(grid, v_start)):
        hess += 4 * G[i] * elem.T @ (elem / gap[:, None])
    lam, vec = np.linalg.eigh(hess)
    keep = lam > 1e-7 * lam[-1]
    transform = vec[:, keep] / np.sqrt(lam[keep])

    def evaluate(coef):
        v_total = v_start + basis @ (transform @ coef)
        levels = solve_local(grid, v_total)
        y, _ = occupied(levels)
        v = -Z / grid.r + hartree_potential(grid, y)
        xmat = exchange_matrices(grid, y)
        grad = np.zeros(degree)
        for i, orbital, virtual, gap, elem in couplings(levels):
            l = ELL[i]
            f_orb = grid.kin[l] @ orbital + v * orbital + xmat[l] @ orbital
            grad -= 4 * G[i] * elem.T @ ((virtual.T @ f_orb) / gap)
        return (energy_parts(grid, y), transform.T @ grad,
                levels, y, v_total)

    coef = np.zeros(keep.sum())
    grad0 = evaluate(coef)[1]
    slope = np.linalg.norm(grad0)
    step = 1e-3 * grad0 / slope
    numeric = (evaluate(step)[0].sum() - evaluate(-step)[0].sum()) / 2e-3
    for _ in range(cycles):
        coef = coef - 0.6 * evaluate(coef)[1]
    parts, grad, levels, y, v_total = evaluate(coef)
    v_x = v_total + Z / grid.r - hartree_potential(grid, y)
    return SimpleNamespace(parts=parts, energy=parts.sum(), levels=levels,
                           y=y, v_x=v_x, grad=np.linalg.norm(grad),
                           slope=slope, numeric=numeric)


def shift_analysis(grid, levels, y, v_x):
    """First-order density shift and relative size of the Wronskian sum."""
    xmat = exchange_matrices(grid, y)
    density_shift = np.zeros_like(grid.r)
    wronskians = []
    for i in range(3):
        eps, vec = levels[ELL[i]]
        overlap = vec.T @ (v_x * y[i] - xmat[ELL[i]] @ y[i])
        gap = eps[INDEX[i]] - eps
        overlap[INDEX[i]], gap[INDEX[i]] = 0.0, 1.0
        shift = vec @ (overlap / gap)
        density_shift += 4 * G[i] * y[i] * shift
        u, psi = np.pad(y[i] / grid.s, 1), np.pad(shift / grid.s, 1)
        wronskians.append(G[i] * (u * (grid.deriv @ psi)
                                  - psi * (grid.deriv @ u)))
    wronskians = np.array(wronskians)
    ratio = np.abs(wronskians.sum(axis=0)).max() / np.abs(wronskians).max()
    return np.abs(density_shift).sum(), ratio


grid = build_grid(80, 16.0)

# Multipole kernels against direct quadrature of their definition.
kernel_error = 0.0
for k in (0, 1, 2):
    numeric_phi = grid.green[k] @ (grid.m * grid.r**4 * np.exp(-3 * grid.r))
    for target in (0.3, 1.0, 3.0):
        j = np.argmin(abs(grid.r - target))
        r0 = grid.r[j]
        inner = quad(lambda q: q ** (k + 4) * np.exp(-3 * q), 0, r0,
                     epsabs=1e-13)[0]
        outer = quad(lambda q: q ** (3 - k) * np.exp(-3 * q), r0, 40,
                     epsabs=1e-13)[0]
        direct = inner / r0 ** (k + 1) + outer * r0**k
        kernel_error = max(kernel_error, abs(direct - numeric_phi[j]))
assert kernel_error < 1e-7

kli = run_local(grid)
slater_run = run_local(grid, with_constants=False)
hf = run_hartree_fock(grid, kli.y)
oep_runs = {degree: run_oep(grid, kli.v_total, degree)
            for degree in (12, 20, 28)}
oep = oep_runs[28]

# Grid convergence of the KLI energy with more points and a larger radius.
grid_fine = build_grid(95, 20.0)
kli_fine = run_local(grid_fine)
assert abs(kli.energy - kli_fine.energy) < 3e-6

# Independent Hartree-Fock energy in a large even-tempered Gaussian basis.
gaussians = gto.expand_etbs([(0, 20, 0.1, 2.2), (1, 13, 0.08, 2.3)])
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": gaussians}, verbose=0)
mean_field = scf.RHF(mol)
mean_field.chkfile = None
mean_field.conv_tol = 1e-10
e_gauss = mean_field.kernel()
assert mean_field.converged
assert -1e-6 < e_gauss - hf.energy < 1e-4

# KLI: the 2p condition holds by itself, the tail is -1/r, and the sum of
# Wronskians built from explicitly computed orbital shifts vanishes.
assert abs(kli.mismatch[2]) < 1e-7
tail = np.argmin(abs(grid.r - 10.0))
tail_product = grid.r[tail] * kli.v_x[tail]
assert abs(tail_product + 1) < 0.02
shift_kli, ratio_kli = shift_analysis(grid, kli.levels, kli.y, kli.v_x)
shift_oep, ratio_oep = shift_analysis(grid, oep.levels, oep.y, oep.v_x)
assert ratio_kli < 1e-3
assert ratio_oep > 10 * ratio_kli
assert shift_oep < 0.2 * shift_kli

# OEP: gradient formula, stationarity and convergence with the search space.
assert abs(oep.numeric - oep.slope) < 1e-2 * oep.slope
for run in oep_runs.values():
    assert run.grad < 1e-4
assert abs(oep.energy - oep_runs[20].energy) < 3e-5
assert oep.energy < oep_runs[20].energy + 1e-6
assert oep_runs[20].energy < oep_runs[12].energy + 1e-6

# Virial relation E = -T for the two variational schemes.
virial_hf = hf.energy + hf.parts[0]
virial_oep = oep.energy + oep.parts[0]
virial_kli = kli.energy + kli.parts[0]
assert abs(virial_hf) < 1e-5
assert abs(virial_oep) < 2e-3

# Energies and their order.
assert hf.energy < oep.energy < kli.energy < slater_run.energy
assert abs(kli.energy + 128.5448) < 1e-4
assert abs(oep.energy + 128.5454) < 1e-4
assert abs(hf.energy + 128.5471) < 1e-4

ev = physical_constants["Hartree energy in eV"][0]
print(f"nuclear charge Z = {Z:.0f}")
print(f"grid: polynomial degree {grid.n}, interior points {grid.r.size}, "
      f"outer radius {grid.rmax:.0f} bohr, map length L = 1 bohr")
print(f"length a of the OEP search variable = {SEARCH_LENGTH:.1f} bohr")
print(f"largest multipole kernel error = {kernel_error:.1e} a.u.")
for label, value in zip(("kinetic", "nuclear", "Hartree", "exchange"),
                        kli.parts):
    print(f"KLI {label} energy = {value:.4f} hartree")
for i, name in enumerate(NAMES):
    print(f"{name}: KLI constant {kli.c[i]:.5f}, KLI level {kli.eps[i]:.4f}, "
          f"HF level {hf.eps[i]:.4f} hartree")
print(f"2p condition <v_x - X> in KLI = {kli.mismatch[2]:.1e} hartree")
for target in (0.05, 0.2, 0.35, 0.6, 1.0, 3.0):
    j = np.argmin(abs(grid.r - target))
    print(f"r = {grid.r[j]:.4f} bohr: v_S = {kli.slater[j]:.4f}, "
          f"v_x(KLI) = {kli.v_x[j]:.4f} hartree")
print(f"r*v_x(KLI) at r = {grid.r[tail]:.3f} bohr: {tail_product:.4f} a.u.")
print(f"E(Slater potential, all c_i = 0) = {slater_run.energy:.4f} hartree")
print(f"E(KLI) = {kli.energy:.6f} hartree = {kli.energy * ev:.3f} eV")
print(f"E(KLI), finer grid (degree {grid_fine.n}, outer radius "
      f"{grid_fine.rmax:.0f} bohr) = {kli_fine.energy:.6f} hartree")
for degree, run in oep_runs.items():
    print(f"E(OEP), search degree {degree} = {run.energy:.6f} hartree")
print(f"E(HF), radial grid = {hf.energy:.6f} hartree")
print(f"E(HF), Gaussian basis = {e_gauss:.6f} hartree")
print(f"E(KLI) - E(OEP) = {1e3 * (kli.energy - oep.energy):.2f} millihartree")
print(f"E(OEP) - E(HF) = {1e3 * (oep.energy - hf.energy):.2f} millihartree")
print(f"E(KLI) - E(HF) = {1e3 * (kli.energy - hf.energy):.2f} millihartree")
print(f"E + T: HF {virial_hf:.1e}, OEP {virial_oep:.1e}, "
      f"KLI {virial_kli:.1e} hartree")
print(f"relative Wronskian sum: KLI {ratio_kli:.1e}, OEP {ratio_oep:.1e}")
print(f"integrated |density shift|: KLI {shift_kli:.1e}, "
      f"OEP {shift_oep:.1e} electrons")
print(f"OEP slope at the KLI start: formula {oep.slope:.5f}, "
      f"finite difference {oep.numeric:.5f} (scaled units)")
print("finished without a failed check")
```

Running it gives:

```
nuclear charge Z = 10
grid: polynomial degree 80, interior points 79, outer radius 16 bohr, map length L = 1 bohr
length a of the OEP search variable = 0.3 bohr
largest multipole kernel error = 1.4e-14 a.u.
KLI kinetic energy = 128.3892 hartree
KLI nuclear energy = -311.0031 hartree
KLI Hartree energy = 66.1681 hartree
KLI exchange energy = -12.0991 hartree
1s: KLI constant 1.96164, KLI level -30.8021, HF level -32.7724 hartree
2s: KLI constant 0.21871, KLI level -1.7073, HF level -1.9304 hartree
2p: KLI constant 0.00000, KLI level -0.8494, HF level -0.8504 hartree
2p condition <v_x - X> in KLI = 2.2e-16 hartree
r = 0.0467 bohr: v_S = -8.9091, v_x(KLI) = -7.0391 hartree
r = 0.1998 bohr: v_S = -4.4446, v_x(KLI) = -2.8244 hartree
r = 0.3480 bohr: v_S = -2.2127, v_x(KLI) = -1.7698 hartree
r = 0.6112 bohr: v_S = -1.7784, v_x(KLI) = -1.7079 hartree
r = 1.0296 bohr: v_S = -1.3133, v_x(KLI) = -1.2514 hartree
r = 2.9327 bohr: v_S = -0.3874, v_x(KLI) = -0.3741 hartree
r*v_x(KLI) at r = 10.220 bohr: -1.0051 a.u.
E(Slater potential, all c_i = 0) = -128.5007 hartree
E(KLI) = -128.544835 hartree = -3497.883 eV
E(KLI), finer grid (degree 95, outer radius 20 bohr) = -128.544835 hartree
E(OEP), search degree 12 = -128.545408 hartree
E(OEP), search degree 20 = -128.545415 hartree
E(OEP), search degree 28 = -128.545415 hartree
E(HF), radial grid = -128.547098 hartree
E(HF), Gaussian basis = -128.547058 hartree
E(KLI) - E(OEP) = 0.58 millihartree
E(OEP) - E(HF) = 1.68 millihartree
E(KLI) - E(HF) = 2.26 millihartree
E + T: HF 1.7e-12, OEP 2.8e-06, KLI -1.6e-01 hartree
relative Wronskian sum: KLI 9.1e-10, OEP 1.4e+00
integrated |density shift|: KLI 2.0e-02, OEP 9.6e-06 electrons
OEP slope at the KLI start: formula 0.03486, finite difference 0.03486 (scaled units)
finished without a failed check
```
